# Exact diagonalisation on the Haldane sphere and the unique Laughlin zero mode

## The problem and the model

In a strong magnetic field, electrons confined to a surface can all be placed in the lowest Landau level. Their kinetic energy is then a constant, and the repulsion alone must choose a ground state from a large degenerate set. On a closed sphere there is no edge, and rotational symmetry labels the states. When does a short-range repulsion select a single state there, and how can this be checked numerically?

Take $N\ge2$ fully spin-polarised electrons on a sphere of radius $R$ pierced by $2Q$ flux quanta, with $2Q$ a positive integer. Mixing with higher Landau levels is neglected. Equating the flux $4\pi R^2B$ to $2Qh/e$ gives $R=\sqrt Q\,\ell$, where $\ell=\sqrt{\hbar/eB}$ is the magnetic length. Angular momenta are in units of $\hbar$. Model energies are in units of a pseudopotential, and Coulomb energies in $e^2/(4\pi\epsilon\ell)$.

A pair with total angular momentum $J$ has relative angular momentum $m=2Q-J$ and interaction energy $V_m$. The symbol $V_1$ thus refers to $J=2Q-1$, not to $J=1$. The Hamiltonian of interest is

$$H=V_1\sum_{i<j}P_{ij}^{(J=2Q-1)},\qquad V_1>0,$$

where $P_{ij}^{(J)}$ projects pair $ij$ onto angular momentum $J$. The claim is that at $2Q=3(N-1)$ its zero-energy space is one-dimensional and is spanned by

$$\Psi_{\rm L}=\prod_{i<j}(u_iv_j-v_iu_j)^3 .$$

## Orbitals

Let $u=\cos(\theta/2)e^{i\phi/2}$ and $v=\sin(\theta/2)e^{-i\phi/2}$. The starting point is that the lowest-level wavefunctions are the homogeneous polynomials of degree $2Q$ in $u,v$. They form one multiplet of angular momentum $Q$, with

$$L_+=u\partial_v,\quad L_-=v\partial_u,\quad L_z=\tfrac12(u\partial_u-v\partial_v).$$

With $x=|u|^2$ and $d\Omega\to4\pi\,dx$ after the azimuthal integral,

$$\int d\Omega\,|u^nv^{2Q-n}|^2=4\pi\int_0^1x^n(1-x)^{2Q-n}dx=\frac{4\pi}{(2Q+1)\binom{2Q}{n}} .$$

The normalised orbitals are therefore

$$|n\rangle=\sqrt{\tfrac{2Q+1}{4\pi}\tbinom{2Q}{n}}\;u^nv^{2Q-n},\qquad m_z=n-Q,\quad n=0,\dots,2Q.$$

Applying $L_-$ produces a factor $n$ and the ratio of two norms, $\sqrt{\binom{2Q}{n}/\binom{2Q}{n-1}}=\sqrt{(2Q-n+1)/n}$. Hence $L_-|n\rangle=\sqrt{n(2Q-n+1)}\,|n-1\rangle$.

## Coupling coefficients without a special routine

Define $\eta=u_1v_2-v_1u_2$. The total raising operator gives $-u_1u_2+u_1u_2=0$ on $\eta$, and the total lowering operator gives $v_1v_2-v_1v_2=0$. So $\eta$ is a rotational scalar. The generators are first-order derivatives, so by the product rule they pass through powers of $\eta$.

The polynomial $(u_1u_2)^J$ is annihilated by $L_+$ and has $L_z=J$. Consequently

$$\eta^m(u_1u_2)^J,\qquad m=2Q-J,$$

is the highest state of a pair multiplet $J$, with the required degree $2Q$ in each particle. Letting $J=0,\dots,2Q$ accounts for $\sum_J(2J+1)=(2Q+1)^2$ states, which is the whole pair space.

The binomial expansion is

$$\eta^m(u_1u_2)^J=\sum_{k=0}^m(-1)^k\binom mk u_1^{2Q-k}v_1^k\,u_2^{2Q-m+k}v_2^{m-k}.$$

Each monomial is an orbital product divided by its norm factors. Up to overall normalisation, the amplitude on $n_1=2Q-k,\ n_2=2Q-m+k$ is therefore

$$\frac{(-1)^k\binom mk}{\sqrt{\binom{2Q}{k}\binom{2Q}{m-k}}}.$$

After normalisation, the rest of the multiplet follows from

$$|J,M-1\rangle=\frac{L_{-,1}+L_{-,2}}{\sqrt{(J+M)(J-M+1)}}|JM\rangle .$$

The amplitudes are the coupling coefficients $C^J_{ab}=\langle ab|JM\rangle$, where $a,b$ are orbital labels $n$ and $M=a+b-2Q$. Exchange sends $\eta$ to $-\eta$, so $C^J_{ba}=(-1)^mC^J_{ab}$, and polarised electrons use odd $m$.

## From pair energies to a many-body matrix

A rotationally invariant interaction is diagonal in $J,M$, with an energy independent of $M$. Its two-body elements are

$$\langle ab|V|cd\rangle=\sum_JV_{2Q-J}\,C^J_{ab}C^J_{cd},\qquad a+b=c+d.$$

Insert them in $H=\frac12\sum_{abcd}\langle ab|V|cd\rangle c_a^\dagger c_b^\dagger c_dc_c$ and define

$$A_{JM}=\frac1{\sqrt2}\sum_{a+b=M+2Q}C^J_{ab}c_bc_a=\sqrt2\sum_{a<b}C^J_{ab}c_bc_a .$$

The last form holds for odd $m$: the coefficient and the operator product both change sign under $a\leftrightarrow b$, so the two orderings add. For even $m$ they cancel. Therefore

$$H=\sum_{J}V_{2Q-J}H_J,\qquad H_J=\sum_MA_{JM}^\dagger A_{JM}.$$

Store a determinant as $c^\dagger_{s_0}\cdots c^\dagger_{s_{N-1}}|0\rangle$ with ascending orbitals. Removing the electron at position $i$ gives $(-1)^i$. The electron at $j>i$ then has $j-1$ operators before it, so the total sign is $(-1)^{i+j-1}$. If $t$ is the remaining $(N-2)$-electron determinant, set

$$(D_J)_{ts}=\sqrt2\,(-1)^{i+j-1}C^J_{s_is_j}.$$

Within one sector of total $M$, the remnant $t$ fixes the $M$ of the removed pair. Different $A_{JM}$ therefore occupy different rows, and $H_J=D_J^{T}D_J$. This form is positive semidefinite by construction.

## Pseudocode

```
input N, 2Q, pair energies V[m] for odd m
for each odd m <= 2Q:
    J = 2Q - m
    build the highest pair state; normalise; lower to M = -J
    store C[J][a,b]
list determinants with sum(n) = N*Q + M
for each determinant s and positions i < j:
    t = s without entries i,j
    record row(t), column(s), (-1)^(i+j-1), s[i], s[j]
for each J:
    D = zero matrix
    D[row,column] = sqrt(2) * sign * C[J][s[i],s[j]]
    H = H + V[2Q-J] * transpose(D) * D
diagonalise H; evaluate L^2 on the eigenvectors
```

An integer-$L$ multiplet has one member at $M=0$. When $NQ$ is an integer, the $M=0$ sector therefore contains every distinct multiplet energy, and a null vector there must still be checked for $L=0$. At $2Q=3(N-1)$, $NQ=3N(N-1)/2$ is an integer. If $NQ$ is half-integral, $M=1/2$ serves instead. Counting states rather than multiplets requires all $M$ sectors or the factors $2L+1$.

A check on signs and couplings comes from

$$\sum_{i<j}(\mathbf l_i+\mathbf l_j)^2=(N-1)\sum_i\mathbf l_i^2+2\sum_{i<j}\mathbf l_i\!\cdot\!\mathbf l_j .$$

The last term is $\mathbf L^2-\sum_i\mathbf l_i^2$, and each $\mathbf l_i^2$ equals $Q(Q+1)$. Thus

$$\sum_JJ(J+1)H_J=\mathbf L^2+N(N-2)Q(Q+1).$$

The numerical test builds $\mathbf L^2$ separately, from one-body raising operators.

## Why the zero mode is unique

For any state, $\langle\psi|H|\psi\rangle=V_1\sum_{i<j}\|P_{ij}^{(2Q-1)}\psi\|^2$. It vanishes if and only if no pair has an $m=1$ component.

Fix all particles except 1 and 2. Antisymmetry and the pair basis give

$$\psi=\eta S_1+\eta^3S_3+\eta^5S_5+\cdots .$$

Each $S_m$ is a combination of the polynomials obtained by lowering $(u_1u_2)^J$, with coefficients that depend on the other particles. If $S_1=0$, then $\eta^3$ divides $\psi$.

For the converse, set both spinors equal to $w=(u,v)$. This operation commutes with total rotations and maps $(u_1u_2)^J$ to $u^{2J}$. Lowering maps the rest of the multiplet to nonzero multiples of $u^{J+M}v^{J-M}$, which are linearly independent. So $S_m(w,w)=0$ implies $S_m=0$. If $\eta^3$ divides $\psi$, then $\psi/\eta=S_1+\eta^2S_3+\cdots$ vanishes at coincidence, where $\eta=0$. Hence $S_1(w,w)=0$ and $S_1=0$. Absence of $m=1$ is thus equivalent to divisibility by $\eta^3$.

The same applies to every $\eta_{ij}=u_iv_j-v_iu_j$. This polynomial is linear in $u_i$, and its coefficients $v_j$ and $-v_iu_j$ have no common factor, so it is irreducible. Different pairs give non-proportional factors. Unique factorisation of polynomials then yields

$$\psi=F\prod_{i<j}\eta_{ij}^3 .$$

Each particle appears in $N-1$ pair factors. The degree of $F$ in each spinor is therefore

$$p=2Q-3(N-1).$$

The product of cubes is antisymmetric, so $F$ is symmetric. If $p<0$ there is no nonzero solution. If $p\ge0$, $F$ is any state of $N$ bosons in $p+1$ orbitals, and the number of zero modes is $\binom{N+p}{N}$. At $p=0$, $F$ is a constant: the zero mode is unique. It has $L=0$ because every $\eta_{ij}$ is a scalar.

Full diagonalisation for $N=4$ gives 0, 1, 5 and 15 zero modes at $2Q=8,9,10,11$, matching $p=-1,0,1,2$. One extra flux quantum already destroys uniqueness.

Full polarisation also matters. With spin, an antisymmetric spin pair may have even $m$, to which $V_1$ assigns no energy. For $N=2$, $2Q=3$, such singlets at $m=0$ and $m=2$ are additional zero modes.

## A case that can be checked by hand

Take $N=3$, $2Q=6$. The $V_1$ channel has $J=5$. Write $g(a,b)=\sqrt2\langle3a\,3b|5M\rangle$, now with $m_z$ labels. At $M=4$ the one antisymmetric pair is $(3,1)$, with $g=1$. Lowering either electron gives

$$g(3,0)=\sqrt{12/18}=0.81650,\qquad g(2,1)=\sqrt{6/18}=0.57735.$$

The denominator is $(5+4)(5-4+1)=18$. Lowering three more times, with denominators 24, 28 and 30, leads to $M=0$. An electron at $m_z=3$ cannot be produced by lowering, so the pair $(3,-3)$ arises only by lowering the other electron each time:

$$g(3,-3)=\sqrt{\tfrac{12}{18}\cdot\tfrac{12}{24}\cdot\tfrac{10}{28}\cdot\tfrac{6}{30}}=\tfrac1{\sqrt{42}}=0.15430.$$

The determinant $(-3,0,3)$ contains the pairs $(3,-3)$, $(3,0)$ and $(0,-3)$. Reflection changes at most the sign of $g$, so its diagonal energy is

$$0.15430^2+2(0.81650)^2=1.35714\quad(V_1).$$

To obtain the Laughlin amplitudes, write $z_i=u_i/v_i$ and expand $\prod_{i<j}(z_i-z_j)^3$. The coefficient $c_s$ of $\prod_i z_i^{s_i}$, with ascending exponents, multiplies a determinant of monomials. Conversion to normalised orbitals divides it by $\sqrt{\prod_i\binom{2Q}{s_i}}$.

| Occupied $m_z$ | Integer $c_s$ | Amplitude |
|---|---:|---:|
| $(-3,0,3)$ | $-1$ | $-0.377964$ |
| $(-3,1,2)$ | $3$ | $0.534522$ |
| $(-2,-1,3)$ | $3$ | $0.534522$ |
| $(-2,0,2)$ | $-6$ | $-0.377964$ |
| $(-1,0,1)$ | $15$ | $0.377964$ |

For the first row, $s=(0,3,6)$ and the unnormalised amplitude is $-1/\sqrt{20}$. The squares of all five unnormalised amplitudes are $1/20,1/10,1/10,1/20,1/20$, with sum $7/20$. Division by $\sqrt{7/20}$ gives $-0.377964$.

Now remove a pair and leave the electron at $m_z=-3$. Two determinants contribute, with the same sign:

$$0.81650(-0.377964)+0.57735(0.534522)=0$$

to the printed precision. This is one component of $D_5\Psi_{\rm L}=0$. The $M=0$ spectrum has one zero, and its next eigenvalue is $0.78571\,V_1$.

## Coulomb pair energies

The same matrices accept another interaction once its pair energies are known. Use the chord distance $r_{12}=2R\sin(\gamma/2)$, where $\gamma$ is the angle between the particles, and put $x=\cos^2(\gamma/2)$. For unit spinors, $|\langle w_1|w_2\rangle|^2=x$ and $|\eta|^2=1-x$.

Since the pair energy is independent of $M$, it can be averaged over the multiplet $\eta^mS_{JM}$. The functions $S_{JM}(w_1,w_2)$ are, up to a common factor, the components of $w_1^{\otimes J}\otimes w_2^{\otimes J}$ in the symmetric space of $2J$ spin-half objects: the top component is $(u_1u_2)^J$, and lowering generates the others. Summing their squares gives the squared norm of the symmetrised product. That norm is an average over permutations. There are $\binom{2J}{J}$ equally likely placements of the $w_1$ factors, and $\binom Jk^2$ of them put $k$ of these factors in the $w_2$ block. Each such placement contributes $x^k$. Thus

$$\sum_M|\eta^mS_{JM}|^2\propto(1-x)^m\sum_{k=0}^J\binom Jk^2x^k .$$

The angular measure is uniform in $x$. Averaging $1/r_{12}=1/[2R\sqrt{1-x}]$ gives, in units of $e^2/(4\pi\epsilon\ell)$,

$$V_m=\frac{\ell}{2R}\frac{\sum_k\binom Jk^2B(k+1,m+\frac12)}{\sum_k\binom Jk^2B(k+1,m+1)},$$

where $B(a,b)=\int_0^1x^{a-1}(1-x)^{b-1}dx$. The numerical check compares these values with multipole integrals over the orbitals.

## Six electrons

For $N=6$, $2Q=15$, the full space has 8008 determinants, of which 338 have $M=0$. Diagonalising all sectors finds one zero mode and a gap of $0.58578\,V_1$. The null vector agrees with the exact integer expansion of $\Psi_{\rm L}$ within the test tolerance. These are finite-size results and do not establish a gap for $N\to\infty$.

For Coulomb repulsion, $V_1=0.4781$ and $V_3=0.3092$. The expected number of pairs in channel $m$ is $W_m=\langle H_{2Q-m}\rangle$. The Laughlin state has $W_1=0$ and $W_3=6.142$; the Coulomb ground state has $0.012$ and $5.972$. The Coulomb state therefore admits a little of the costliest channel while reducing the occupation of the next. Adding a positive $V_3$ to the pure $V_1$ model would raise the energy expectation value of the Laughlin state by $6.142\,V_3$, so the state would no longer be a zero mode. Nor would it remain an exact eigenstate, so this number is not the exact shift of the ground-state energy.

The electron–electron energies, without a neutralising background, are

$$E_{\rm C}=3.871635,\qquad \langle\Psi_{\rm L}|H_{\rm C}|\Psi_{\rm L}\rangle=\sum_mV_mW_m=3.872948,$$

for normalised $\Psi_{\rm L}$. The excess, $0.001313$, is 0.034% of $E_{\rm C}$ and 1.6% of the Coulomb gap $0.082035$. The overlap magnitude is $0.996446$. The first excited multiplet has $L=4$ for Coulomb repulsion but $L=5$ for the $V_1$ model, where $L=4$ lies only about $0.001\,V_1$ higher. The four lowest excited multiplets come in the order $L=4,3,6,5$ for Coulomb repulsion and $L=5,4,6,3$ for the $V_1$ model, so close ground states do not imply the same excitation order.

As a control, the Coulomb $V_1$ was lowered to $V_3$ with all other channels unchanged. The overlap fell to $0.046582$. At this size, the large overlap therefore depends on the excess of $V_1$ over $V_3$. This single calculation does not locate where the change occurs.

## Cost, stability and failure modes

Let $d$ be the dimension of an $M$ sector and $r$ the number of remnants. Each $D_J$ has at most $dN(N-1)/2$ nonzero entries. Dense formation of $D_J^TD_J$ costs $O(rd^2)$ per channel, and dense diagonalisation costs $O(d^3)$ time and $O(d^2)$ memory. For larger sectors, keep $D_J$ sparse and apply $D_J$ followed by $D_J^T$ inside an iterative eigensolver. At $p=1$ each $M$ sector holds at most one zero mode, because $M$ fixes the occupations of $N$ bosons in two orbitals. For $p\ge2$ the sector $M=0$ or $M=1/2$ holds several, and the solver must resolve a degenerate null space, for which a block method is suitable.

Repeated lowering can amplify rounding errors. Suppose a component with $J'>J$ contaminates the highest state. Over the full descent its amplitude grows by

$$\prod_{M=-J+1}^{J}\sqrt{\frac{(J'+M)(J'-M+1)}{(J+M)(J-M+1)}}=\binom{J'+J}{2J}.$$

The two factors under the root have equal products, because $M\to1-M$ exchanges them. For $J=2Q-1$ and $J'=2Q$ the growth is $4Q-1$, which is mild. Intermediate $J$ can be much worse. At large $Q$, check orthonormality and reorthogonalise states of equal $M$, or use higher precision.

Three implementation faults have recognisable causes:

- Combining several total-$M$ sectors in one $D_J$ merges rows that belong to different pair $M$, and so creates false couplings. Use separate sectors, or label rows by both remnant and pair $M$.
- A zero threshold must lie above rounding error and below the first positive eigenvalue. The calculations here use $10^{-9}V_1$.
- The integer expansion can exhaust memory. With one variable set to 1, a dense coefficient array has $(3N-2)^{N-1}$ entries. At 8 bytes each, this is 0.38 GB for $N=7$ and 20 GB for $N=8$, before any working copies. Overflow is not the obstacle at $N=6$: the sum of the absolute values of the coefficients is at most $2^{3N(N-1)/2}=2^{45}$, which fits a signed 64-bit integer.

## Computed values

```
N=3, 2Q=6: sqrt(2)*<3 m1 3 m2|5 M>, dimensionless
 M=5: (3,2) 1.00000
 M=4: (3,1) 1.00000
 M=3: (3,0) 0.81650; (2,1) 0.57735
 M=2: (3,-1) 0.57735; (2,0) 0.81650
 M=1: (3,-2) 0.34503; (2,-1) 0.80178; (1,0) 0.48795
 M=0: (3,-3) 0.15430; (2,-2) 0.61721; (1,-1) 0.77152
N=3, M=0: occupied m_z | integer coefficient | amplitude
 (-3, 0, 3) | -1 | -0.377964
 (-3, 1, 2) | 3 | 0.534522
 (-2, -1, 3) | 3 | 0.534522
 (-2, 0, 2) | -6 | -0.377964
 (-1, 0, 1) | 15 | 0.377964
N=3 matrix of H/V1, same order of determinants
   1.35714   0.47140   0.47140   0.09524   0.11905
   0.47140   0.78571   0.00000   0.47140  -0.16836
   0.47140   0.00000   0.78571   0.47140  -0.16836
   0.09524   0.47140   0.47140   1.71429   0.47619
   0.11905  -0.16836  -0.16836   0.47619   1.07143
N=3 eigenvalues at M=0 (V1): 0.00000 0.78571 1.04762 1.54762 2.33333
N, 2Q, dimension, zero modes, lowest positive energy (V1)
 3, 6, 35, 1, 0.78571
 4, 8, 126, 0, 0.71671
 4, 9, 210, 1, 0.68060
 4, 10, 330, 5, 0.65176
 4, 11, 495, 15, 0.62909
 5, 12, 1287, 1, 0.60932
 6, 15, 8008, 1, 0.58578
N=6, 2Q=15: M=0 determinants 338, R = 2.73861 l
V1 model: gap 0.58578 V1, first excited L = 5
m, J, Coulomb V_m [e^2/(4 pi eps l)], pairs: Laughlin, Coulomb
 1, 14, 0.478100, 0.000000, 0.011739
 3, 12, 0.309208, 6.141830, 5.972456
 5, 10, 0.252607, 3.022128, 3.357286
 7, 8, 0.223707, 1.861176, 1.828954
 9, 6, 0.206783, 1.791554, 1.543659
 11, 4, 0.196556, 1.286920, 1.246034
 13, 2, 0.190786, 0.742014, 0.848526
 15, 0, 0.188464, 0.154378, 0.191346
Coulomb ground energy: 3.871635 e^2/(4 pi eps l)
Laughlin Coulomb energy: 3.872948 e^2/(4 pi eps l)
Laughlin energy excess: 0.001313 e^2/(4 pi eps l)
Coulomb gap: 0.082035 e^2/(4 pi eps l), first excited L = 4
Overlap |<Laughlin|Coulomb ground>|: 0.996446
Overlap after lowering V1 to V3: 0.046582
```
